**Perfect screening and the second moment of ionic correlations**

The program tests the condition Σ n_i n_j q_i q_j ∫ r² h_ij d³r = −6εkT, where n_i are number densities, q_i charges, h_ij pair correlation functions, ε the solvent permittivity and T the temperature. It solves the radial Debye-Hückel equation by finite differences and asserts that the point-ion correlations meet the zeroth- and second-moment conditions for a three-ion mixture, and the second-moment condition also at tenfold concentration. Symbolic integration confirms the second-moment identity for three arbitrary species. Further assertions cover the response to charge waves, the hard-core correction factor, the polarization of free dipoles, and the weak-coupling limit of the exponentiated correlations. For a two-dimensional plasma beyond mean field, the response to a small test charge is compared with linear response built on the unperturbed correlations. The output gives −0.66790 e²/nm for both the Debye-Hückel sum and the required value in a dilute copper-plating rinse. It also shows that a hard core raises the moment by 0.04% in the rinse and by about 54% at an ionic strength of 1 mol/L, where the theory is no longer quantitative.

## Check in Python

```python
"""
Result under test: a classical ionic fluid that perfectly screens weak external
charge obeys
    sum_ij n_i n_j q_i q_j Integral r^2 h_ij d^3r = -6 eps k T,
and point-ion linearized Debye-Hueckel (DH) correlations obey it exactly.
n_i: number density, q_i = z_i e: charge, h_ij = g_ij - 1: pair correlation,
eps: solvent permittivity, kappa: inverse Debye length, a: ion contact distance.
Numerical work uses nm and e; the Bjerrum length is lB = e^2/(4 pi eps k T).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gammainc

PI = np.pi
temperature = 298.15
eps_r = 78.4
contact = 0.40
names = ["Cu2+", "SO42-", "H+"]
z = np.array([2.0, -2.0, 1.0])
conc = np.array([0.05, 0.15, 0.20])          # mmol/L, equal to mol/m^3
to_density = const.N_A * 1e-27               # mol/m^3 to nm^-3
n = conc * to_density
eps = eps_r * const.epsilon_0
lB = const.e**2 / (4 * PI * eps * const.k * temperature) * 1e9
assert abs(np.dot(n, z)) < 1e-15


def inverse_debye(dens, bjerrum=lB):
    return np.sqrt(4 * PI * bjerrum * np.sum(dens * z**2))


def radial_solution(x):
    """Solve u''=u outside a core of scaled radius x; potential = q u/(4 pi eps r).
    Gauss's law at the core gives x u' - u = -1."""
    steps, length = 45000, 45.0
    h = length / steps
    s = x + h * np.arange(steps + 1)
    bands = np.zeros((3, steps + 1))
    bands[0, 1:] = 1.0
    bands[1, :] = -(2 + h * h)
    bands[2, :-1] = 1.0
    bands[1, 0] = -x * (2 + h * h) / (2 * h) - 1
    bands[0, 1] = x / h
    rhs = np.zeros(steps + 1)
    rhs[0] = -1.0
    return s, solve_banded((1, 1), bands, rhs)


def pair_moments(power, dens, core=0.0):
    """Matrix n_i n_j z_i z_j Integral r^power h_ij d^3r from the solved potential."""
    kap = inverse_debye(dens)
    s, u = radial_solution(kap * core)
    r = s / kap
    cloud = 4 * PI * lB * simpson(r**(power + 1) * u, x=r)
    excluded = 4 * PI * core**(power + 3) / (power + 3)
    zz = np.outer(z, z)
    return np.outer(dens, dens) * zz * (-zz * cloud - excluded)


# Point-ion DH: numerical correlations against the screening conditions
kappa = inverse_debye(n)
charge_sum = np.sum(n * z**2)
target = -6 / (4 * PI * lB)
zeroth = pair_moments(0, n).sum()
second_pairs = pair_moments(2, n)
second = second_pairs.sum()
second_tenfold = pair_moments(2, 10 * n).sum()
assert abs(zeroth / charge_sum + 1) < 2e-6
assert abs(second / target - 1) < 2e-6
assert abs(second_tenfold / target - 1) < 2e-6

# Exactness for three arbitrary species, by symbolic integration
r_s, K, beta, ep = sp.symbols("r K beta epsilon", positive=True)
dens_s = sp.symbols("n1:4", positive=True)
q_s = sp.symbols("q1:4", real=True)
total_s = 0
for ni, qi in zip(dens_s, q_s):
    for nj, qj in zip(dens_s, q_s):
        h_s = -beta * qi * qj * sp.exp(-K * r_s) / (4 * sp.pi * ep * r_s)
        integral = sp.integrate(4 * sp.pi * r_s**4 * h_s, (r_s, 0, sp.oo))
        total_s += ni * nj * qi * qj * integral
strength = sum(a * b**2 for a, b in zip(dens_s, q_s))
total_s = total_s.subs(K, sp.sqrt(beta * strength / ep))
assert sp.simplify(total_s + 6 * ep / beta) == 0

# Response to charge waves, from the numerical transform of the correlations
s0, u0 = radial_solution(0.0)
r0 = s0 / kappa
wave_results = []
for wavelength in (100.0, 1000.0):
    k = 2 * PI / wavelength
    transform = 4 * PI * lB * simpson(u0 * np.sin(k * r0), x=r0) / k
    S_k = charge_sum - charge_sum**2 * transform
    screened = S_k * 4 * PI * lB / k**2
    assert abs(screened - kappa**2 / (k**2 + kappa**2)) < 1e-4
    wave_results.append((wavelength, screened))
inside5 = simpson((s0 * u0)[:5001], x=s0[:5001])
assert abs(inside5 - (1 - 6 * np.exp(-5))) < 2e-6


# Hard-core DH: neutrality survives, the second moment does not
def core_factor(x):
    return 1 + x**2 * (3 + x) / (6 * (1 + x))


for x in (kappa * contact, 0.3, 1.0):
    core = x / kappa
    assert abs(pair_moments(0, n, core).sum() / charge_sum + 1) < 3e-6
    ratio = pair_moments(2, n, core).sum() / target
    assert abs(ratio - core_factor(x)) < 3e-6
core_ratio = pair_moments(2, n, contact).sum() / target

# Exactly solvable 2D one-component plasma: coupling 2, density 1/pi
# Exact response: occupation of radial modes with a small charge at the origin
modes = np.arange(300)


def number_inside(radius, test_charge):
    return np.sum(gammainc(modes + 1 + test_charge, radius**2))


def exact_response(radius, step=1e-3):
    return (number_inside(radius, step) - number_inside(radius, -step)) / (2 * step)


def ion_plus_hole(radius):
    hole = quad(lambda t: -2 * t * np.exp(-t * t), 0, radius)[0]
    return 1 + hole


def linear_response(radius):
    def integrand(s):
        return -2 * ion_plus_hole(s) * min(s, radius)**2 / s
    edge = min(radius, 7.0)
    value = quad(integrand, 0, edge)[0]
    if edge < 7.0:
        value += quad(integrand, edge, 7.0)[0]
    return value


plasma_near = exact_response(0.7)
plasma_far = exact_response(10.0)
plasma_linear = linear_response(0.7)
assert abs(plasma_near - plasma_linear) < 1e-5
assert abs(plasma_far + 1) < 1e-6
assert abs(linear_response(10.0) + 1) < 1e-6
plasma_second = quad(lambda r: -2 * PI * r**3 * np.exp(-r * r) / PI**2, 0, 10)[0]
plasma_target = -4 / (2 * PI * 2)
assert abs(plasma_second - plasma_target) < 1e-8

# Free neutral dipoles: thermal orientation against their structure factor
n_pair = n[0]
field = 0.01                                # dipole energy divided by kT
norm = quad(lambda c: np.exp(field * c), -1, 1)[0]
mean_cos = quad(lambda c: c * np.exp(field * c), -1, 1)[0] / norm
dipole_fraction = n_pair * 4 * contact**2 * 4 * PI * lB * mean_cos / field
k = 0.01
phase_average = quad(lambda c: 2 * np.sin(k * contact * c / 2)**2, -1, 1)[0]
dipole_from_S = n_pair * 4 * phase_average * 4 * PI * lB / k**2
assert abs(dipole_fraction / dipole_from_S - 1) < 1e-4
dipole_formula = n_pair * (2 * contact)**2 * 4 * PI * lB / 3
assert abs(dipole_fraction / dipole_formula - 1) < 1e-4


# Exponentiated DH, used only to size the neglected nonlinear correlations
def energy(r, zi, zj, bjerrum=lB):
    kap = inverse_debye(n, bjerrum)
    decay = np.exp(-kap * (r - contact)) / (1 + kap * contact)
    return zi * zj * bjerrum * decay / r


def nonlinear_ratios(bjerrum):
    kap = inverse_debye(n, bjerrum)
    edges = [contact, 5 * contact, 50 * contact, 5 / kap, 45 / kap]
    totals = []
    for power in (0, 2):
        total = 0.0
        for i in range(3):
            for j in range(3):
                def f(r):
                    g_minus_1 = np.expm1(-energy(r, z[i], z[j], bjerrum))
                    return 4 * PI * r**(power + 2) * g_minus_1
                part = sum(quad(f, lo, hi, limit=200)[0]
                           for lo, hi in zip(edges[:-1], edges[1:]))
                total += n[i] * n[j] * z[i] * z[j] * part
        totals.append(total)
    return -totals[0] / charge_sum, -totals[1] * 4 * PI * bjerrum / 6


weak0, weak2 = nonlinear_ratios(lB / 100)
weak_x = inverse_debye(n, lB / 100) * contact
assert abs(weak0 - 1) < 1e-3
assert abs(weak2 - core_factor(weak_x)) < 1e-3
nonlinear0, nonlinear2 = nonlinear_ratios(lB)
partners = n[1] * quad(lambda r: 4 * PI * r**2 * np.exp(-energy(r, 2, -2)),
                       contact, 2 * lB)[0]
zero_g = brentq(lambda r: 4 * lB * np.exp(-kappa * r) / r - 1, 0.1, 10)

# Other neglected effects, with rough inputs
acid_constant = 0.010                       # mol/L for bisulfate
hydrogen = conc[2] * 1e-3
bisulfate = hydrogen / (acid_constant + hydrogen)
warm_temperature = 323.15
eps_slope = -0.0046                         # relative change per K
warm_factor = (warm_temperature / temperature
               * np.exp(eps_slope * (warm_temperature - temperature)))
x_percent = brentq(lambda x: core_factor(x) - 1.01, 0.001, 1)
ionic_percent = (x_percent / contact)**2 / (8 * PI * lB * to_density)
x_bath = contact * np.sqrt(8 * PI * lB * 1000 * to_density)

print(f"Temperature: {temperature:.2f} K")
print(f"Relative permittivity (rough): {eps_r:.1f}")
for name, c, density in zip(names, conc, n):
    print(f"{name}: {c:.2f} mmol/L, density {density:.4e} nm^-3")
print(f"Ionic strength: {0.5 * np.sum(conc * z**2):.3f} mmol/L")
print(f"Bjerrum length: {lB:.4f} nm")
print(f"Debye length: {1 / kappa:.3f} nm")
print(f"Sum n z^2: {charge_sum:.4e} nm^-3")
print(f"Zeroth moment / sum n z^2: {zeroth / charge_sum:.6f}")
for i in range(3):
    for j in range(i, 3):
        part = second_pairs[i, j] * (1 if i == j else 2)
        print(f"Second moment, {names[i]} with {names[j]}: {part:.5f} e^2/nm")
print(f"Second moment, DH total: {second:.5f} e^2/nm")
print(f"Second moment, -6 eps kT: {target:.5f} e^2/nm")
print(f"Same target in SI: {target * const.e**2 * 1e9:.4e} C^2/m")
print(f"DH total at tenfold concentration: {second_tenfold:.5f} e^2/nm")
for wavelength, screened in wave_results:
    print(f"Screened fraction, wavelength {wavelength:.0f} nm: {screened:.5f}")
print(f"Screened fraction inside 5 Debye lengths: {inside5:.5f}")
print(f"2D plasma, exact response inside r=0.7: {plasma_near:.6f}")
print(f"2D plasma, linear response inside r=0.7: {plasma_linear:.6f}")
print(f"2D plasma, exact response inside r=10: {plasma_far:.6f}")
print(f"2D plasma second moment / q^2: {plasma_second:.6f}")
print(f"2D plasma required moment / q^2: {plasma_target:.6f}")
print(f"Screened fraction if only free CuSO4 dipoles: {dipole_fraction:.3e}")
print(f"Ion contact distance (rough): {contact:.2f} nm")
print(f"kappa a in the rinse: {kappa * contact:.5f}")
print(f"Hard-core DH second moment / required: {core_ratio:.6f}")
print(f"Ionic strength for 1% core defect: {ionic_percent:.2f} mmol/L")
print(f"kappa a at ionic strength 1 mol/L: {x_bath:.4f}")
print(f"Core-DH moment ratio at 1 mol/L: {core_factor(x_bath):.4f}")
print(f"Cu-SO4 contact attraction: {-energy(contact, 2, -2):.3f} kT")
print(f"Point-DH g(Cu,Cu) is negative below: {zero_g:.3f} nm")
print(f"Exponentiated DH, zeroth moment / required: {nonlinear0:.5f}")
print(f"Exponentiated DH, second moment / required: {nonlinear2:.5f}")
print(f"Sulfates per Cu within {2 * lB:.3f} nm (estimate): {partners:.5f}")
print(f"Bisulfate acid constant (rough): {acid_constant:.3f} mol/L")
print(f"Bisulfate share of sulfate (ideal): {100 * bisulfate:.2f} %")
print(f"Permittivity slope (rough): {100 * eps_slope:.2f} %/K")
print(f"Required moment at {warm_temperature:.2f} K / reference: {warm_factor:.4f}")
print("every check passed")
```

Printed output:

```
Temperature: 298.15 K
Relative permittivity (rough): 78.4
Cu2+: 0.05 mmol/L, density 3.0111e-05 nm^-3
SO42-: 0.15 mmol/L, density 9.0332e-05 nm^-3
H+: 0.20 mmol/L, density 1.2044e-04 nm^-3
Ionic strength: 0.500 mmol/L
Bjerrum length: 0.7149 nm
Debye length: 13.596 nm
Sum n z^2: 6.0221e-04 nm^-3
Zeroth moment / sum n z^2: -1.000000
Second moment, Cu2+ with Cu2+: -0.02672 e^2/nm
Second moment, Cu2+ with SO42-: -0.16030 e^2/nm
Second moment, Cu2+ with H+: -0.05343 e^2/nm
Second moment, SO42- with SO42-: -0.24045 e^2/nm
Second moment, SO42- with H+: -0.16030 e^2/nm
Second moment, H+ with H+: -0.02672 e^2/nm
Second moment, DH total: -0.66790 e^2/nm
Second moment, -6 eps kT: -0.66790 e^2/nm
Same target in SI: -1.7145e-29 C^2/m
DH total at tenfold concentration: -0.66790 e^2/nm
Screened fraction, wavelength 100 nm: 0.57812
Screened fraction, wavelength 1000 nm: 0.99274
Screened fraction inside 5 Debye lengths: 0.95957
2D plasma, exact response inside r=0.7: -0.667697
2D plasma, linear response inside r=0.7: -0.667697
2D plasma, exact response inside r=10: -1.000000
2D plasma second moment / q^2: -0.318310
2D plasma required moment / q^2: -0.318310
Screened fraction if only free CuSO4 dipoles: 5.771e-05
Ion contact distance (rough): 0.40 nm
kappa a in the rinse: 0.02942
Hard-core DH second moment / required: 1.000425
Ionic strength for 1% core defect: 12.64 mmol/L
kappa a at ionic strength 1 mol/L: 1.3157
Core-DH moment ratio at 1 mol/L: 1.5377
Cu-SO4 contact attraction: 6.944 kT
Point-DH g(Cu,Cu) is negative below: 2.397 nm
Exponentiated DH, zeroth moment / required: 1.01237
Exponentiated DH, second moment / required: 1.00013
Sulfates per Cu within 1.430 nm (estimate): 0.03222
Bisulfate acid constant (rough): 0.010 mol/L
Bisulfate share of sulfate (ideal): 1.96 %
Permittivity slope (rough): -0.46 %/K
Required moment at 323.15 K / reference: 0.9661
every check passed
```
